# Oxidation state and atomic charge of a deep transition-metal impurity

**Q.** When a transition-metal impurity in a semiconductor goes from \(d^4\) to \(d^5\), its d shell gains one electron. I take that to be what the change of oxidation state means. It leaves me with a puzzle, though. Two d electrons on one atom repel each other by several electronvolts, so successive charge states should be several electronvolts apart. How can an impurity have more than one charge-transition level in a gap of 2 eV?

**A.** Your reasoning is sound for an isolated shell. Let \(E_d\) be the d energy and \(U\) the repulsion per pair of d electrons. With \(k\) electrons the energy is \(E_dk+Uk(k-1)/2\), and adding one more costs

\[
E_dk+E_d+\tfrac U2\left[(k+1)k-k(k-1)\right]-E_dk=E_d+Uk .
\]

Successive levels are therefore \(U\) apart. Take round parameters that represent no particular material: \(U=8\) eV, \(E_d=-36\) eV, and a gap from \(-1\) to \(+1\) eV. The levels nearest the gap lie at \(-4\) eV (\(k=4\)) and \(+4\) eV (\(k=5\)), so none is inside. The step to question is the first one, that the added electron sits in the d shell.

**Q.** Where else would it sit? The level in the gap is a d level.

**A.** It is a mixture of d and host orbitals. The Haldane-Anderson model describes this. Take \(M=10\) equivalent d spin-orbitals, each coupled to its own combinations of valence and conduction orbitals, with the repulsion

\[
\tfrac U2\,\hat n(\hat n-1),
\]

where \(\hat n\) counts all d electrons. Crystal field, exchange splitting, lattice relaxation and long-range Coulomb terms are left out.

In the Hartree approximation, write \(\hat n=n+(\hat n-n)\), with \(n\) the mean value, and drop the square of the fluctuation. Then \(\hat n^2\to 2n\hat n-n^2\), and the repulsion becomes

\[
\tfrac U2(2n\hat n-n^2-\hat n)=U\left(n-\tfrac12\right)\hat n-\tfrac U2n^2 .
\]

Each spin-orbital thus has the effective d energy

\[
E=E_d+U\left(n-\tfrac12\right),
\]

and the constant \(-Un^2/2\) belongs in the total energy. All ten spin-orbitals share this d energy. Without self-interaction, a spin-orbital with mean d occupation \(n_i\) would instead have \(E_d+U(n-n_i)\), which lies lower for the fuller spin-orbitals. The approximation used here leaves out that difference.

**Q.** And the level in the gap?

**A.** Let \(a\) be the amplitude of an eigenstate on the d orbital and \(b_j\) that on host state \(j\), which has energy \(\epsilon_j\) and coupling \(V_j\). The eigenvalue equations are

\[
\varepsilon a=Ea+\sum_jV_jb_j,\qquad \varepsilon b_j=\epsilon_jb_j+V_ja .
\]

The second gives \(b_j=V_ja/(\varepsilon-\epsilon_j)\). Inserting this in the first gives

\[
\varepsilon=E+\Sigma(\varepsilon),\qquad \Sigma(\varepsilon)=\sum_j\frac{V_j^2}{\varepsilon-\epsilon_j}.
\]

Normalisation, \(a^2+\sum_jb_j^2=1\), fixes the d weight of the gap level:

\[
Z=a^2=\left[1+\sum_j\frac{V_j^2}{(\varepsilon-\epsilon_j)^2}\right]^{-1}=\frac1{1-\Sigma'(\varepsilon)} .
\]

So one electron in the gap level puts only \(Z<1\) electrons on the atom.

**Q.** Is there always such a level?

**A.** No. In the gap \(\Sigma'<0\), so \(\varepsilon-\Sigma(\varepsilon)\) rises steadily. With band edges at \(\mp g\), it equals \(E\) once if

\[
-g-\Sigma(-g)<E<g-\Sigma(g),
\]

and nowhere in the gap otherwise.

For numbers, let each band be a chain whose end site couples to the d orbital. If the hopping is \(D/2\), the band has half-width \(D\). Removing the end site leaves the same semi-infinite chain, so the end-site Green function \(G\), at energy \(x\) from the band centre, obeys \(G=1/(x-D^2G/4)\). This is \(D^2G^2/4-xG+1=0\), with the solution

\[
G(x)=\frac{2}{D^2}\left[x-\operatorname{sgn}(x)\sqrt{x^2-D^2}\right]\qquad(|x|\ge D).
\]

The sign makes \(G\to1/x\) far from the band. With band centres at \(\mp c\), where \(c=g+D\),

\[
\Sigma(\varepsilon)=V_v^2G(\varepsilon+c)+V_c^2G(\varepsilon-c).
\]

I use \(g=1\), \(D=2\), \(V_v=1.6\) and \(V_c=1.4\), all in eV. A gap level then exists for \(E\) between \(-3.035\) and \(2.274\) eV.

**Q.** Then what does \(d^5\) mean, if the gap electrons are only partly d electrons?

**A.** It is a formal count: the valence band is full and five gap levels are filled. The actual d occupation also includes the d weight \(n_v\) that each spin-orbital has in its filled valence states, which are the bonding states:

\[
n=Mn_v(E)+kZ(E).
\]

This must be solved together with \(E=E_d+U(n-\tfrac12)\). For \(d^5\) the solution has \(Z=0.564\) and \(n=5.00\). That agreement with the formal count is particular to this state: \(d^0\) has 4.81 d electrons and \(d^{10}\) has 5.16.

**Q.** Fine, the gap level is spread out. Then an added electron should bring about 0.56 electrons to the atom. That is still a large change.

**A.** It would be if nothing else moved. But charge arriving on the atom raises \(E\), and every filled state then readjusts. Define the polarisability at fixed \(k\) as \(\chi=-(\partial n/\partial E)_k\). Treating \(k\) as continuous,

\[
dn=Z\,dk-\chi\,dE,\qquad dE=U\,dn .
\]

Substitute the second relation into the first and collect \(dn\):

\[
(1+U\chi)\,dn=Z\,dk\quad\Rightarrow\quad \frac{dn}{dk}=\frac{Z}{1+U\chi}.
\]

**Q.** That reduces the change only if \(\chi\) is positive. Why should it be?

**A.** Raise \(E\) by \(\delta\). The perturbation acts on the d orbital alone, so its matrix element between eigenstates \(i\) and \(j\) is \(\delta\,a_ia_j\), with real amplitudes. To first order

\[
\delta a_i=\delta\sum_{j\ne i}\frac{a_ja_i}{e_i-e_j}\,a_j .
\]

With the d weight \(w_i=a_i^2\), this gives

\[
\frac{dw_i}{dE}=2\sum_{j\ne i}\frac{w_iw_j}{e_i-e_j}.
\]

Let \(F_i\) be the filling summed over the ten spin-orbitals: \(M\) for a valence state, \(k\) for the gap level, 0 for a conduction state. Since \(n=\sum_iF_iw_i\), each pair appears twice, with opposite denominators. Ordering the energies upwards,

\[
\chi=2\sum_{i<j}\frac{(F_i-F_j)\,w_iw_j}{e_j-e_i}.
\]

The filling never increases with energy, so no term is negative. The valence-conduction terms are positive once the d orbital is coupled to both bands, so \(\chi>0\).

At \(d^5\) the sum is 1.128 per eV, and

\[
1+U\chi=1+8\times1.128=10.0,\qquad \frac{dn}{dk}=\frac{0.564}{10.0}=0.056 .
\]

The atom takes up about 6% of an added electron. Finite differences of self-consistent solutions agree with this formula to within one part in a thousand.

**Q.** That is for an infinitesimal addition. What about a whole electron?

**A.** From \(d^4\) to \(d^5\) the self-consistent d occupation rises from 4.948 to 5.004, by 0.056. Meanwhile \(E\) rises from \(-0.415\) to \(0.036\) eV, and \(U\,\Delta n=8\times0.056=0.45\) eV accounts for it. Because \(U\) is large, a small gain of charge moves the d energy far enough to drive out most of what the new electron brings.

**Q.** So the bonding states do the compensating?

**A.** In this step, yes; from \(d^5\to d^6\) onwards the gap levels share the work. We have \(dn_v/dE<0\), because terms between two valence states cancel in the sum over valence states, and the rest have negative denominators. The bonding states therefore lose d weight whenever \(E\) rises. For \(d^4\to d^5\), the bonding and gap-level parts are

\[
M\,\Delta n_v+\Delta(kZ)=-0.532+0.588=0.056 .
\]

Here \(Z\) rises slightly, from 0.558 to 0.564, so the four older gap electrons gain about 0.02 and the bonding states do all the compensating. Compare \(d^7\to d^8\), where \(Z\) falls from 0.504 to 0.463. The gap-level part is

\[
8(0.463)-7(0.504)=0.463-7(0.041)=0.18 .
\]

The new electron brings 0.46, but the seven gap electrons already present lose 0.29 between them. The bonding states lose 0.15. In this step the older gap electrons compensate more than the bonding states do.

This division depends on using energy eigenstates. In a spin-orbital whose gap level is filled, the bonding and gap states are both occupied, and mixing them changes neither the many-electron state nor \(n\). The total is free of that choice. The sum for \(\chi\) divides the response differently: exchanges of d weight between two filled states of one spin-orbital cancel, and only transitions from filled to empty states remain. At \(d^5\), those from valence states give 0.60 per eV and those from filled gap levels give 0.53 per eV.

**Q.** If the atom hardly changes, has the electron gone off into the crystal? Perhaps oxidation states are a fiction.

**A.** Neither follows. One whole electron has been added, and it stays near the defect. For \(d^4\to d^5\), summed over the ten spin-orbitals, the d orbitals gain 0.056, the first valence sites 0.409 and the first conduction sites 0.313. These first sites are the host combinations coupled directly to the d orbitals. Together with the next four sites of each chain, the gain is 0.9997.

The formal state counts filled levels, so it changes by a whole number. The d occupation is a projection onto a chosen orbital, and its value depends on that choice. The defect as a whole still changes its charge by one unit, before any dielectric response of the crystal, which this model omits.

**Q.** Back to my puzzle. The repulsion is still 8 eV per pair. Does the small charge change alter the spacing of the levels?

**A.** Yes, through the same factor. The parameter \(U\) stays at 8 eV; what shrinks is the energy separating successive charge states. Differentiate \(\varepsilon=E+\Sigma(\varepsilon)\):

\[
d\varepsilon=dE+\Sigma'd\varepsilon\quad\Rightarrow\quad \frac{d\varepsilon}{dE}=\frac1{1-\Sigma'}=Z .
\]

Since \(dE/dk=U\,dn/dk\),

\[
\frac{d\varepsilon}{dk}=ZU\frac{dn}{dk}=\frac{UZ^2}{1+U\chi}.
\]

One factor \(Z\) says how much of the added electron reaches the atom directly. The other says how strongly the gap level feels a shift of the d energy. The denominator is the readjustment of the filled states.

**Q.** But a transition level is a difference of total energies. Why may I look at the gap level instead?

**A.** The total energy is the sum of occupied eigenvalues plus the constant found earlier:

\[
E_{\rm tot}(k)=M\sum_{i\in v}e_i+k\varepsilon-\tfrac U2n^2 .
\]

Every eigenvalue obeys \(de_i/dE=w_i\), by first-order perturbation theory. Hence

\[
\frac{dE_{\rm tot}}{dk}=\varepsilon+\Big(M\sum_{i\in v}w_i+kZ\Big)\frac{dE}{dk}-Un\frac{dn}{dk}.
\]

The bracket is \(n\), and \(dE/dk=U\,dn/dk\), so the last two terms cancel and \(dE_{\rm tot}/dk=\varepsilon\). The states \(k\) and \(k+1\) have equal energy when the Fermi level is at

\[
E_{\rm tot}(k+1)-E_{\rm tot}(k)=\int_0^1\varepsilon(k+s)\,ds .
\]

The transition level is the gap level averaged over the addition of the electron. Neighbouring transition levels are thus separated by an average of \(d\varepsilon/dk\) over the two steps.

**Q.** Then put in the numbers. I suspect the spreading of the gap level is enough by itself.

**A.** You can isolate that effect by freezing the orbitals. The one-electron energy is then linear in \(k\), and the d occupation changes by \(\pm Z\) when an electron is added or removed. The linear terms drop out of the second difference of the energy, leaving

\[
\tfrac U2\left[(n+Z)^2+(n-Z)^2-2n^2\right]=UZ^2 .
\]

At \(d^5\) this is \(8\times0.5642^2=2.55\) eV, still larger than the 2 eV gap. Readjustment divides it by 10.0:

\[
\frac{2.55\ \text{eV}}{10.0}=0.25\ \text{eV}\quad(0.0093\ \text{hartree}).
\]

The total energies put the \(d^4/d^5\) level at 0.022 eV and the \(d^5/d^6\) level at 0.270 eV from midgap. Their separation is also 0.25 eV. In this Hartree calculation, then, spreading alone does not bring the spacing below the gap; readjustment does.

**Q.** How many levels fit, then?

**A.** In this Hartree calculation, all ten, from \(d^0/d^1\) at \(-0.63\) eV to \(d^9/d^{10}\) at 0.77 eV. Over that whole series the atom gains \(5.164-4.809=0.36\) electrons, while ten are added to the defect.

The spacing is not uniform. Between \(d^8/d^9\) and \(d^9/d^{10}\) it is \(0.767-0.703=0.064\) eV. The response formula shows why. At \(d^9\), \(Z=0.424\), and the mean change of the d occupation in the two adjoining steps is \((0.022+0.016)/2=0.019\), so

\[
ZU\frac{dn}{dk}\approx0.424\times8\times0.019=0.064\ \text{eV}.
\]

Both \(Z\) and the charge taken up by the atom are smaller than at \(d^5\). I would not expect a real impurity to show all ten levels on the strength of this result, because the omitted crystal field, exchange and relaxation also shift total energies, and because the Hartree approximation can make the spacing too small.

**Q.** Would a larger \(U\) push the levels apart again?

**A.** In the Hartree approximation, not without limit. At given \(E\) and \(k\), \(Z\) and \(\chi\) do not depend on \(U\), and

\[
\frac{UZ^2}{1+U\chi}=\frac{Z^2}{1/U+\chi}<\frac{Z^2}{\chi}.
\]

For the \(d^5\) values the ceiling is \(0.564^2/1.128=0.28\) eV, and the spacing is already close to it. In the same limit \(dn/dk\) tends to \(Z/(U\chi)\): a stiffer repulsion holds the atomic charge more nearly constant.

The ceiling belongs to this mean field, however, in which all ten spin-orbitals share one d energy. Suppose \(E_d\) is adjusted so that five d electrons remain favourable. In an exact solution, a very large \(U\) then fixes the d count at five and suppresses the mixing with the host. An added electron must enter the conduction orbitals, and a removed one must come from the valence orbitals. The levels then do move apart, towards the band edges.

**Q.** Then my original picture is never right?

**A.** It is right when hybridisation is weak and the level lies well inside the gap. As the couplings vanish, \(Z\to1\). The products \(w_iw_j\) in \(\chi\) vanish too, because all the d weight gathers in the gap level. Then \(dn/dk\to1\) and \(d\varepsilon/dk\to U\), as for the isolated shell.

Divide both couplings by ten and keep everything else. At \(d^5\), \(Z=0.992\) and \(1+U\chi=1.32\), so

\[
\frac{dn}{dk}=\frac{0.992}{1.32}=0.75,\qquad
\frac{d\varepsilon}{dk}=\frac{8\times0.992^2}{1.32}\ \text{eV}\approx6.0\ \text{eV}.
\]

Most of a small added charge now goes onto the atom, and the screened repulsion is three times the gap. These are slopes at \(d^5\), not results for a whole electron. With so steep a slope, a fraction of an electron carries the level from midgap to close to a band edge. There the energy denominators to the nearby band states become small, \(\chi\) grows, and the atomic charge again changes little. A nearly constant atomic charge therefore needs \(U\chi\gg1\), or a gap level with little d weight. It does not follow from the atom being a transition metal.

**Q.** All of this rests on a mean field. With \(U=8\) eV, should I trust it?

**A.** For the direction of the effect, more than for the size. A small cluster can be solved without the Hartree approximation. Replace each band by a single orbital at its centre, \(\mp3\) eV, and keep the other parameters. Each spin-orbital with its two host orbitals then conserves its own electron number. For formal \(d^k\), \(k\) of these units hold two electrons and \(10-k\) hold one. The lowest state with these numbers gives the following comparison:

- The d occupation rises from \(d^4\) to \(d^5\) by 0.15 in the exact solution and by 0.10 in Hartree.
- The level spacing at \(d^5\) is 1.09 eV in the exact solution and 0.53 eV in Hartree.

In the cluster at \(U=8\) eV, Hartree makes the spacing too small by a factor of about two; for much larger \(U\) it also misses the growth of the spacing described above. Even so, the exact spacing is about one seventh of the bare 8 eV, and the atom takes up about 15% of the added electron. "Exact" refers to this cluster Hamiltonian, not to a real impurity. In the model with bands, the spacing depends strongly on the mean field chosen. If self-interaction is removed, with one d energy for the filled spin-orbitals and another for the empty ones, the \(d^4/d^5\) level lies at \(-0.82\) eV and the \(d^5/d^6\) level at 1.28 eV, 2.1 eV apart instead of 0.25 eV. The upper one is above the conduction-band edge: that \(d^6\) state lies about 0.3 eV above \(d^5\) plus an electron at the band edge, so it is not stable, and only one of the two levels is in the gap. In the cluster that version gives a spacing of about 2.5 eV, more than twice the exact value, so it errs in the opposite direction. The exact spacing for the model with bands has not been computed. Its 0.25 eV illustrates the mechanism; it does not predict how many levels fit in a gap. For the model with bands, the numerical output lists the Hartree values for every formal state.

**Q.** Then I should stop reading \(d^4\to d^5\) as one more electron in the d shell.

**A.** Read it as one more filled level of the defect. How much of that electron reaches the atom is a separate question, answered by \(Z/(1+U\chi)\) within this mean-field model.

## Numbers as computed

```
d spin-orbitals M = 10; U = 8.0 eV; Ed = -36.0 eV
gap = 2.0 eV; width of each band = 4.0 eV
couplings: valence 1.6 eV, conduction 1.4 eV
gap level exists for E from -3.035 to 2.274 eV
formal state: E (eV), gap level (eV), Z, d electrons
d0: -1.531, -0.666, 0.418, 4.809
d1: -1.350, -0.587, 0.453, 4.831
d2: -1.116, -0.476, 0.491, 4.861
d3: -0.809, -0.320, 0.529, 4.899
d4: -0.415, -0.105, 0.558, 4.948
d5: 0.036, 0.150, 0.564, 5.004
d6: 0.452, 0.381, 0.542, 5.056
d7: 0.772, 0.549, 0.504, 5.097
d8: 1.006, 0.662, 0.463, 5.126
d9: 1.179, 0.739, 0.424, 5.147
d10: 1.310, 0.792, 0.390, 5.164
transition: level (eV), change of d electrons, bonding, gap part
d0/d1: -0.628, 0.023, -0.430, 0.453
d1/d2: -0.535, 0.029, -0.500, 0.529
d2/d3: -0.402, 0.038, -0.567, 0.605
d3/d4: -0.217, 0.049, -0.597, 0.646
d4/d5: 0.022, 0.056, -0.532, 0.588
d5/d6: 0.270, 0.052, -0.378, 0.430
d6/d7: 0.470, 0.040, -0.235, 0.275
d7/d8: 0.609, 0.029, -0.146, 0.175
d8/d9: 0.703, 0.022, -0.096, 0.118
d9/d10: 0.767, 0.016, -0.067, 0.084
d4->d5: electrons added on d orbital = 0.056
d4->d5: added on first valence site = 0.409
d4->d5: added on first conduction site = 0.313
d4->d5: added on d and 5 sites of each chain = 0.9997
d5: Z = 0.5642; chi = 1.1283 per eV
d5: chi from valence electrons = 0.5978 per eV
d5: chi from gap electrons = 0.5305 per eV
d5: screening factor 1 + U chi = 10.026
d5: dn/dk = 0.0563 electrons per electron
d5: U Z^2 (frozen orbitals) = 2.547 eV
d5: screened U = 0.2540 eV = 0.00933 hartree
spacing of levels d4/d5 and d5/d6 = 0.2482 eV
couplings / 10: Z = 0.9924, 1 + U chi = 1.316
couplings / 10: dn/dk = 0.754, screened U = 5.986 eV
cluster d4->d5 change of d electrons: exact 0.1480
cluster d4->d5 change of d electrons: Hartree 0.1008
cluster level spacing at d5: exact 1.0915 eV
cluster level spacing at d5: Hartree 0.5337 eV
```
